The 7/2-power law of impurity-assisted free-carrier absorption in silicon, part 2

Electrons in a model of n-type silicon absorb light while colliding with ionized donors. The problem is how the absorption coefficient α depends on the vacuum wavelength λ, and how much of the law survives a better model.

SI units are used. Electrons (charge −e, density n, mass m) move in a parabolic, isotropic band with a Maxwell distribution at temperature T. Ions have charge Ze and density N, and the host has static permittivity ε_s and refractive index n_r. Light of angular frequency ω and polarization vector ε has vector potential A0 ε cos ωt and field amplitude E0 = ωA0. It takes an electron from wave vector k to k′, with k′² = k² + 2mω/ħ, while an ion supplies q = k′ − k. The ion's potential energy is

V(r) = −Ze² exp(−κr)/(4πε_s r),

where 1/κ is the screening length. V_q is the matrix element of V between plane waves. In the Born approximation the ion acts once, and the absorption matrix element and rate per electron are

M_abs = −(eE0/2mω²) (ε·q) V_q,

W(k) = (2π/ħ) (eE0/2mω²)² (Ng²/3) (1/8π³) (mk′/ħ²) J,

J = ∫ dΩ′ q²/(q² + κ²)²,

with g = Ze²/ε_s and dΩ′ the solid-angle element for k′. Without screening,

J = (2π/kk′) L, L = ln[(k′ + k)/(k′ − k)].

For u = ħω/k_BT ≫ 1 the unscreened result is the 7/2 law,

α = √2 n N e² g²/[12π n_r c ε0 (mħ)^(3/2) ω^(7/2)]. (2)

This is proportional to λ^(7/2). The local exponent is p = d ln α/d ln λ, k_f = √(2mω/ħ) is the final wave number of an electron starting at rest, and a_B = 4πε_s ħ²/(me²) is the effective Bohr radius.

The example has n = N = 10¹⁸ cm⁻³, T = 300 K, Z = 1, n_r = 3.42 and a_B = 2.397 nm. At 5 µm, k_f = 1.297 nm⁻¹, and the unscreened Born result is α = 0.496 cm⁻¹ with p = 3.478. At low frequency the screened Born sum agrees with the classical Drude formula.

Static screening would change the law at long wavelengths. It assumes that the electron cloud around a donor keeps its equilibrium form while the light acts. A weak potential φ around a donor raises the density of Maxwellian electrons by neφ/k_BT, and Poisson's equation then reads ∇²φ = κ²φ with

κ² = ne²/(ε_s k_BT).

In the example 1/κ = 4.09 nm, or κ = 0.245 nm⁻¹. A sphere of this radius holds only about 0.3 electrons on average, so a smooth screening cloud is a rough picture at this density. For u ≫ 1 the momentum transfer is close to k_f, and screening multiplies the absorption by

(1 + κ²/k_f²)⁻².

At 5 µm, κ²/k_f² = (0.245/1.297)² = 0.036 and the factor is 0.93. The full thermal sum lowers α from 0.496 to 0.460 cm⁻¹, which is the same factor. Because κ²/k_f² grows in proportion to λ, screening also lowers the exponent, by about 2 × 0.036/1.036 = 0.07 at 5 µm. The thermal sum gives 3.40 there, and 3.26 at 10 µm.

These reductions belong to the static model. The light also shakes the electrons of the cloud, and in a parabolic band the forces between electrons do not change their total current. In the Born approximation the screening that counts is therefore the response at the light frequency. It is very weak when the photon energy is far above the plasma energy, as it is here, and the unscreened Born result is then the better guide. The static potential is kept below as a simple model of the donor's surroundings.

A more serious matter is the Born approximation itself. The binding energy of an electron to a bare donor in this model, the effective Rydberg, is 25.7 meV, and k_BT is 25.9 meV. A typical electron therefore arrives with a kinetic energy comparable to the energy scale of the attraction, and its wave near the donor cannot be close to a plane wave. The ion has to be treated more fully, while the light may still be treated to first order.

Let i and f be exact states of one electron with one ion, with Hamiltonian H0 = p²/2m + V. The field term causes transitions with matrix element (eA0/2m) ε·⟨f|p|i⟩. Since p commutes with p²/2m, the commutator of p with H0 is −iħ∇V. Taken between the two states it gives

(E_i − E_f)⟨f|p|i⟩ = −iħ⟨f|∇V|i⟩.

For absorption E_i − E_f = −ħω, and with A0 = E0/ω the matrix element is

M = i(eE0/2mω²) ε·⟨f|∇V|i⟩.

The amplitude for absorption is proportional to the matrix element of the ion's force between the two states, and the rate to its square. For plane waves ⟨k′|∇V|k⟩ = iqV_q, and the Born matrix element returns with its sign.

Only one replacement is needed in the earlier rate. The quantity g²J is replaced by the squared force element, averaged over the direction of k and integrated over that of k′. Expand each state in angular momenta,

ψ_k(r) = 4π Σ i^l exp(iδ_l) [u_l(r)/(kr)] Y_lm(r̂) Y*_lm(k̂),

where the sum runs over l and m and u_l tends to sin(kr − lπ/2 + δ_l) far from the ion. The force is radial, so ∇V = r̂ dV/dr. Integration over the directions of k and k′ removes all interference between different l and m, including the phases δ_l. What remains are the radial integrals

R(l′,l) = ∫ u_l′(k′,r) (dV/dr) u_l(k,r) dr

and the angular sums of |⟨l′m′|r̂|lm⟩|². The vector r̂ connects l with l ± 1. By symmetry its three components contribute equally, so the sum for l′ = l + 1 is three times that of cos θ. The recurrence relation of the spherical harmonics gives

|⟨l+1,m|cos θ|l,m⟩|² = [(l+1)² − m²]/[(2l+1)(2l+3)].

The sum of (l+1)² − m² over m from −l to l is (2l+1)(l+1)(2l+3)/3, and three times the quotient is l + 1. Dividing by 4π for the average over initial directions,

g²J → [(4π)³/(k²k′²)] Σ (l+1) [R(l+1,l)² + R(l,l+1)²].

The radial waves were computed numerically in the screened potential of a donor, with the screening length fixed at 4.09 nm and l up to 14. When free waves are put in their place, the sum has to reproduce the screened Born result, and at 2.5 and 10 µm it does so within 0.3 per cent.

With the waves of the attractive potential, the absorption is larger and its exponent smaller:

2.5 µm: α = 0.159 cm⁻¹, p = 3.20
5 µm: α = 1.40 cm⁻¹, p = 3.09
10 µm: α = 11.4 cm⁻¹, p = 2.92

These values depend on the static screening. For the bare Coulomb donor, Sommerfeld's exact formula gives 0.171, 1.57 and 13.9 cm⁻¹, with exponents of about 3.24, 3.18 and 3.09. Relative to the screened Born values the factors for the screened donor are 3.7, 3.1 and 2.4. The attraction draws the slow incoming electron toward the donor, where the force is strong. The enhancement falls with increasing wavelength, and this fall lowers the exponent. Between 2.5 and 5 µm it drops by the factor 3.717/3.057 = 1.216, which is 2^0.28, so the mean exponent in that interval is 0.28 below the screened Born one.

The enhancement has a limit at high photon energy. A large momentum is transferred close to the ion, at distances of order 1/k_f. If the incoming wave hardly varies over so short a distance, it can be replaced by its value ψ_k(0) at the ion, while the fast outgoing wave is nearly free. The Born rate is then multiplied by |ψ_k(0)|², measured relative to a plane wave of unit density. Its thermal mean does not depend on ω, so the exponent should return to 7/2 with a larger prefactor.

This argument was tested at k_f = 10/a_B and 20/a_B, with the other parameters held fixed. The enhancements are 5.10 and 5.88. If the leading correction is proportional to 1/k_f, the extrapolated limit is 2 × 5.88 − 5.10 = 6.66. The thermal mean of |ψ_k(0)|² is 6.85, and the extrapolation falls 3 per cent below it. The two values of k_f correspond to photons of about 2.6 and 10 eV, where silicon is not described by this model. They test the mathematics of the limit, and they also show how slowly it is approached. At 5 µm k_f is just 1.297 × 2.397 = 3.1 in units of 1/a_B, and the enhancement is less than half its limiting value.

The conditions for the 7/2 law in this statically screened model can now be named. The photon energy must be large beside k_BT, κ²/k_f² must be small, and 1/(k_f a_B) must be small enough for the incoming wave to be nearly constant over the distance 1/k_f. Near the ion its s part falls as ψ_k(0)(1 − r/a_B), and to leading order this lowers the rate by the fraction π/(k_f a_B). The outgoing wave matters much less: distorting it alone in the force element raises α by 5 per cent at 5 µm and by 0.1 per cent at k_f = 20/a_B, whereas distorting the incoming wave alone gives an enhancement of 2.6 and an exponent of 2.97 at 5 µm. The incoming electron need not be fast: its distortion changes the prefactor and leaves the limiting power alone. In the example the first two conditions hold fairly well at 5 µm and the third does not.

Degeneracy matters less than one might expect. The effective density of states of the six conduction valleys of silicon is 2.74 × 10¹⁹ cm⁻³, so the band is filled to 3.6 per cent of that measure. Replacing the Maxwell by the Fermi distribution at equal density changes the unscreened Born result at 5 µm by a factor 0.9999. A single isotropic band of the optical mass would be filled to 30 per cent of its own effective density, and the factor would still be 0.999. The reason lies in the function L/k. For k ≪ k′ the logarithm L is close to 2k/k′, and L/k is close to 2/k_f. In the Born approximation slow carriers thus absorb almost equally whatever their energy, and rearranging them among low energies has little effect. With distorted waves the absorption is no longer so even, because |ψ_k(0)|² is larger for the slower carriers; with six valleys the factor at 5 µm is then 0.995.

The silicon band is not isotropic. Each valley has a longitudinal mass of 0.92 and a transverse mass of 0.19 free-electron masses, and the optical mass used above is 3/(1/0.92 + 2/0.19) = 0.258. For an electron starting at rest, let μ now be the cosine between q and the valley axis. The final energy ħω fixes q through the directional mass

1/m(μ) = μ²/m_l + (1 − μ²)/m_t.

The density of states in that direction is proportional to m(μ)q, and the squared velocity change replaces q²/m² by q²[μ²/m_l² + (1 − μ²)/m_t²]. With the Coulomb factor 1/q⁴ and q ∝ √(m(μ)ω), the ratio to the isotropic result is

m^(3/2) ∫ √m(μ) [μ²/m_l² + (1 − μ²)/m_t²] dμ = 1.21,

with μ from 0 to 1. Anisotropy raises the prefactor by 21 per cent in the Born limit. The power stays at 7/2, because q is proportional to √ω in every direction. This holds for parabolic valleys. In silicon the zone boundary lies about 1.7 nm⁻¹ from the valley minimum along the valley axis, whereas the parabola asks for 2.45 nm⁻¹ in that direction at 5 µm. At such photon energies the result describes the model and not the real band.

Two further effects concern the carriers. With a donor depth of 45 meV, a rough value for phosphorus, the law of mass action requires 1.42 × 10¹⁸ donors per cm³ to supply 10¹⁸ electrons. Counting every donor as ionized would overestimate the product nN by 1.42² = 2.0. The estimate treats donors as isolated, which is doubtful at this density. The free carriers also lower n_r² by the fraction (ħω_p/ħω)², where ħω_p = 21.4 meV is the plasma energy. This is 0.7 per cent at 5 µm and 3 per cent at 10 µm.

Lattice vibrations can supply momentum too. Let a long acoustic wave shift the band edge by D times the local dilation, with elastic stiffness C. The elastic energy of the Fourier components q and −q is CΩ|Δ_q|², where Δ_q is the dilation amplitude and Ω the volume. This pair has two real degrees of freedom, each with mean energy k_BT/2, so ⟨|Δ_q|²⟩ = k_BT/(CΩ). If the phonon energy is neglected, Ng²/(q² + κ²)² is replaced by D²k_BT/C, which does not depend on q. With the rough values D = 9 eV and C = 170 GPa and the isotropic optical mass, the absorption is 0.50, 1.69 and 6.34 cm⁻¹ at 2.5, 5 and 10 µm. For an electron starting at rest, the valley anisotropy would raise this part by 39 per cent; that factor is not included. At 2.5 µm this is three times the impurity part computed with distorted waves; at 10 µm it is a little more than half. The sum of the two grows by a factor 4.7 from 2.5 to 5 µm and by 5.7 from 5 to 10 µm, which corresponds to mean exponents of 2.2 and 2.5. The impurity exponent is hidden in the total.

Set beside real n-type silicon, the doping, temperature and masses are typical, and the deformation potential is a rough effective value. The measured absorption at this doping and a wavelength of 5 µm lies roughly between 10 and 30 cm⁻¹. The 7/2 law alone gives 0.5 cm⁻¹, and the impurity and acoustic parts together give 3.1 cm⁻¹. One assumption that real silicon breaks is that ionized donors are the chief source of momentum: adding acoustic phonons alone more than doubles the absorption at 5 µm. The model also leaves out the non-parabolic shape of the band, intervalley phonons, transitions between conduction bands, absorption by neutral donors and correlations among the ions. How the remaining difference is shared among these has not been calculated here. A measured slope is therefore not by itself a measure of the impurity density. Nor should the 7/2 law be fitted to the impurity contribution in silicon, even after the others have been separated. In the statically screened model the enhancement still rises from 5.10 to 5.88 between photon energies of about 2.6 and 10 eV, which keeps the mean exponent about 0.1 below the screened Born one, and at such energies the band is far from parabolic. The three conditions and a parabolic band are therefore not met together in silicon. There the power 7/2 is a limit of the model, and its use is to show how a charged scatterer supplies momentum.

Numbers as computed

```
temperature 300 K, kT 25.85 meV
electron density 1.00e+18 cm^-3
ionized donor density 1.00e+18 cm^-3
relative permittivity 11.7, refractive index 3.42
valley masses 0.92 and 0.19 free-electron masses
optical mass 0.2583 free-electron masses
screening length 4.088 nm
effective Bohr radius 2.397 nm
effective Rydberg 25.68 meV
--- wavelength 2.5 um, photon 0.4959 eV, u 19.184
final wave number from rest 1.834 nm^-1
7/2 power law alpha 0.0449 cm^-1
full Born alpha 0.0443 cm^-1
full Born local exponent 3.4881
screened Born alpha 0.0427 cm^-1, exponent 3.450
exact-wave alpha 0.1588 cm^-1, exponent 3.195
exact-wave / screened Born 3.717
acoustic-phonon alpha 0.5040 cm^-1
--- wavelength 5.0 um, photon 0.2480 eV, u 9.592
final wave number from rest 1.297 nm^-1
7/2 power law alpha 0.5077 cm^-1
full Born alpha 0.4957 cm^-1
full Born local exponent 3.4775
screened Born alpha 0.4595 cm^-1, exponent 3.398
exact-wave alpha 1.4047 cm^-1, exponent 3.091
exact-wave / screened Born 3.057
acoustic-phonon alpha 1.6862 cm^-1
--- wavelength 10.0 um, photon 0.1240 eV, u 4.796
final wave number from rest 0.917 nm^-1
7/2 power law alpha 5.7436 cm^-1
full Born alpha 5.4496 cm^-1
full Born local exponent 3.4217
screened Born alpha 4.6614 cm^-1, exponent 3.261
exact-wave alpha 11.3722 cm^-1, exponent 2.922
exact-wave / screened Born 2.440
acoustic-phonon alpha 6.3377 cm^-1
--- checks and neglected effects
low-frequency sum / Drude 0.99996
mean contact density enhancement 6.845
enhancement at final k = 10, 20 (1/Bohr) 5.104, 5.882
enhancement extrapolated to infinite k 6.659
anisotropic / isotropic alpha, 7/2 limit 1.211
conduction-band effective density 2.744e+19 cm^-3
Fermi / Maxwell alpha at 5 um 0.9999
assumed donor depth 45 meV
total donors by mass action 1.416e+18 cm^-3
plasma energy 21.36 meV
acoustic deformation potential 9.0 eV
elastic stiffness 170 GPa
```
